# One Hubbard site, many exact decouplings: saddle points and variances differ: test program

```python
"""Result under test: one half-filled Hubbard site has a family of exact
Gaussian decouplings with different saddle points and variances.

H = U (n_up - 1/2)(n_dn - 1/2),  g = U/kT,
m = n_up - n_dn (spin),  q = n_up + n_dn - 1 (charge).
a = share of the spin channel: a=0 charge, a=1 spin, otherwise mixed.
exp(-H/kT) = P * average over standard normal x, y of exp(s x m + i c y q),
P = exp(g(1-2a)/4),  s = sqrt(a g),  c = sqrt((1-a) g).
W(x,y) = trace of the exponential;  S = (x^2+y^2)/2 - ln W.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import expit, entr

n_up = np.array([0.0, 1.0, 0.0, 1.0])
n_dn = np.array([0.0, 0.0, 1.0, 1.0])
spin = n_up - n_dn
charge = n_up + n_dn - 1.0
nodes, node_weights = np.polynomial.hermite_e.hermegauss(60)
node_weights = node_weights / node_weights.sum()
X, Y = np.meshgrid(nodes, nodes, indexing="ij")
GAUSS = np.outer(node_weights, node_weights)


def couplings(g, a):
    return np.sqrt(a * g), np.sqrt((1 - a) * g)


def prefactor(g, a):
    return np.exp(g * (1 - 2 * a) / 4)


def trace_weight(x, y, g, a):
    """Trace over the four states, from the definition."""
    s, c = couplings(g, a)
    return sum(np.exp(s * x * m + 1j * c * y * q)
               for m, q in zip(spin, charge)).real


def boltzmann(g):
    """Exact diagonal of exp(-H/kT)."""
    return np.exp(-g * (n_up - 0.5) * (n_dn - 0.5))


def normal_density(t):
    return np.exp(-t * t / 2) / np.sqrt(2 * np.pi)


def action(x, y, g, a):
    w = np.maximum(trace_weight(x, y, g, a), 1e-300)
    return (x * x + y * y) / 2 - np.log(w)


def saddle_moment(g, a):
    """Nonnegative M at the global minimum, M = tanh(a g M/2)."""
    if a * g <= 2:
        return 0.0
    return brentq(lambda M: M - np.tanh(a * g * M / 2), 1e-3, 1, xtol=1e-14)


def curvatures(g, a):
    s, c = couplings(g, a)
    sech2 = 1 / np.cosh(s * s * saddle_moment(g, a) / 2) ** 2
    return 1 - s * s * sech2 / 2, 1 + c * c * sech2 / 2


def saddle_log_z(g, a):
    """ln Z at the saddle: leading value, and with Gaussian fluctuations."""
    M = saddle_moment(g, a)
    x0 = couplings(g, a)[0] * M
    leading = np.log(prefactor(g, a)) - action(x0, 0.0, g, a)
    sxx, syy = curvatures(g, a)
    copies = 2 if M > 0 else 1
    return leading, leading + np.log(copies) - 0.5 * np.log(sxx * syy)


def variance_formula(g, a):
    return (4 * np.exp(g / 2 - a * g) + 4 * np.cosh(g) * np.exp(a * g - g / 2)
            - 8 * np.cosh(g / 2))


def variance_quadrature(g, a):
    w = prefactor(g, a) * trace_weight(X, Y, g, a)
    mean = np.sum(GAUSS * w)
    return np.sum(GAUSS * (w - mean) ** 2)


# Exactness state by state, field moments and double occupancy
for g in (0.1, 1.0, 3.0, 6.0):
    exact = boltzmann(g)
    Z = exact.sum()
    assert abs(Z - 4 * np.cosh(g / 4)) < 1e-12 * Z
    m2 = np.sum(exact * spin ** 2) / Z
    q2 = np.sum(exact * charge ** 2) / Z
    docc = np.sum(exact * n_up * n_dn) / Z
    assert abs(docc - 1 / (2 * (1 + np.exp(g / 2)))) < 1e-13
    for a in (0.0, 0.3, 0.5, 1.0):
        s, c = couplings(g, a)
        for k in range(4):
            element = np.exp(s * X * spin[k] + 1j * c * Y * charge[k])
            averaged = prefactor(g, a) * np.sum(GAUSS * element)
            assert abs(averaged - exact[k]) < 1e-10 * Z
        W = trace_weight(X, Y, g, a)
        closed = 2 * np.cosh(s * X) + 2 * np.cos(c * Y)
        assert np.allclose(W, closed, rtol=1e-11, atol=1e-11)
        norm = np.sum(GAUSS * W)
        x2 = np.sum(GAUSS * W * X ** 2) / norm
        y2 = np.sum(GAUSS * W * Y ** 2) / norm
        assert abs(x2 - 1 - s * s * m2) < 1e-9
        assert abs(y2 - 1 + c * c * q2) < 1e-9
        assert abs(np.sum(GAUSS * np.cos(c * Y)) / norm - docc) < 1e-10
        v = variance_quadrature(g, a)
        assert abs(v - variance_formula(g, a)) < 1e-9 * (v + Z * Z)

# Global minimum of S by search, on both sides of the threshold a g = 2
gx, gy = np.meshgrid(np.arange(0, 6, 0.05), np.arange(-8, 8.01, 0.05),
                     indexing="ij")
for g, a in ((3.0, 0.0), (3.0, 0.5), (3.0, 1.0), (1.9, 1.0), (2.1, 1.0),
             (3.8, 0.5), (4.2, 0.5), (6.0, 0.5)):
    best = np.argmin(action(gx, gy, g, a))
    found = minimize(lambda p: action(p[0], p[1], g, a),
                     [gx.flat[best], gy.flat[best]], method="Nelder-Mead",
                     options={"xatol": 1e-9, "fatol": 1e-15})
    x0 = couplings(g, a)[0] * saddle_moment(g, a)
    assert abs(abs(found.x[0]) - x0) < 1e-5
    assert abs(found.x[1]) < 1e-5
    h = 1e-3
    mid = action(x0, 0.0, g, a)
    fd_xx = (action(x0 + h, 0.0, g, a) + action(x0 - h, 0.0, g, a)
             - 2 * mid) / h ** 2
    fd_yy = (action(x0, h, g, a) + action(x0, -h, g, a) - 2 * mid) / h ** 2
    assert np.allclose((fd_xx, fd_yy), curvatures(g, a), atol=2e-5)


# The a = 1/2 saddle equals the best uncorrelated (Hartree-Fock) state
def product_free_energy(t, g):
    p = expit(np.asarray(t))
    return g * (p[0] - 0.5) * (p[1] - 0.5) - np.sum(entr(p) + entr(1 - p))


for g in (3.0, 6.0):
    hf = min(minimize(product_free_energy, t0, args=(g,),
                      method="Nelder-Mead",
                      options={"xatol": 1e-8, "fatol": 1e-13}).fun
             for t0 in ([2.0, -2.0], [0.1, 0.2]))
    assert abs(-hf - saddle_log_z(g, 0.5)[0]) < 1e-8
    assert -hf < np.log(boltzmann(g).sum())

# Weak coupling: fluctuations cancel the first-order channel dependence
g_small = 0.01
for a in (0.0, 0.3, 0.5, 1.0):
    error = saddle_log_z(g_small, a)[1] - np.log(boltzmann(g_small).sum())
    assert abs(error / g_small ** 2 - (1 - 2 * a) ** 2 / 32) < 5e-4
for a, coefficient in ((0.0, 2), (0.5, 1), (1.0, 2)):
    assert abs(variance_quadrature(1e-3, a) / 1e-6 - coefficient) < 5e-3

# Worked example
U, kT = 0.3, 0.1
g = U / kT
exact = boltzmann(g)
Z = exact.sum()
docc = exact[3] / Z
m2 = np.sum(exact * spin ** 2) / Z
a_best = 0.5 - np.log(np.cosh(g)) / (2 * g)
search = minimize_scalar(lambda a: variance_quadrature(g, a),
                         bounds=(0, 1), method="bounded",
                         options={"xatol": 1e-9})
assert abs(search.x - a_best) < 1e-5
v_ratio = variance_quadrature(g, 1.0) / variance_quadrature(g, 0.0)
assert abs(v_ratio / np.exp(g) - 1) < 1e-9

# Two time slices, four fields: the same variance as one slice
t, wt = np.polynomial.hermite_e.hermegauss(24)
wt = wt / wt.sum()
pair_sum = np.add.outer(t, t).ravel() / np.sqrt(2)
pair_weight = np.outer(wt, wt).ravel()
for a in (0.5, 1.0):
    s1, c1 = couplings(g / 2, a)
    raw_sum = pair_sum * np.sqrt(2)
    w = np.zeros((raw_sum.size, raw_sum.size))
    for m, q in zip(spin, charge):
        w += np.outer(np.exp(s1 * raw_sum * m),
                      np.exp(1j * c1 * raw_sum * q)).real
    w *= prefactor(g / 2, a) ** 2
    second = pair_weight @ (w ** 2) @ pair_weight
    assert abs(second - Z * Z - variance_formula(g, a)) < 1e-7 * second

# Side peak of the charge-channel integrand
root_g = np.sqrt(g)
lo, hi = np.pi / root_g, 3 * np.pi / root_g
y_side = brentq(lambda y: y + root_g * np.tan(root_g * y / 2),
                lo + 1e-6, hi - 1e-6)
side = minimize_scalar(lambda y: action(0.0, y, g, 0.0),
                       bounds=(lo, hi), method="bounded",
                       options={"xatol": 1e-9})
assert abs(side.x - y_side) < 1e-5
side_height = np.exp(action(0.0, 0.0, g, 0.0) - side.fun)
assert side_height < 1

# Double-occupancy estimator cos(c y)/W, fields drawn with Gaussian times W
norm_spin = Z / prefactor(g, 1.0)
second_spin = quad(lambda x: normal_density(x) / trace_weight(x, 0, g, 1.0),
                   -12, 12, epsabs=1e-12)[0] / norm_spin
var_spin = second_spin - docc ** 2
assert 0 < var_spin < docc * (0.25 - docc)

zeros = (2 * np.arange(-5, 5) + 1) * np.pi / root_g
norm_charge = Z / prefactor(g, 0.0)


def charge_second_moment(cut):
    """Second moment with |y - zero of W| < cut left out."""
    def f(y):
        return (normal_density(y) * np.cos(root_g * y) ** 2
                / trace_weight(0.0, y, g, 0.0))
    total = 0.0
    for left, right in zip(zeros[:-1], zeros[1:]):
        middle = (left + right) / 2
        total += quad(f, left + cut, middle, limit=200)[0]
        total += quad(f, middle, right - cut, limit=200)[0]
    return total / norm_charge


slope = 2 * np.sum(normal_density(zeros)) / g / norm_charge
growth = charge_second_moment(0.005) - charge_second_moment(0.01)
assert abs(growth * 0.01 / slope - 1) < 2e-3

# Mixed channel: equal contribution from every decade of distance to a zero
s, c = couplings(g, 0.5)
norm_mixed = Z / prefactor(g, 0.5)
zeros_mixed = (2 * np.arange(-5, 5) + 1) * np.pi / c
leg, leg_w = np.polynomial.legendre.leggauss(20)
log_r = (leg + 1) / 2 * np.log(10)
log_w = leg_w / 2 * np.log(10)
angles = 2 * np.pi * np.arange(64) / 64


def mixed_decade(outer):
    """Second-moment part from outer/10 < r < outer, r in (s x, c dy)."""
    r = outer * np.exp(-log_r)[:, None]
    total = 0.0
    for y0 in zeros_mixed:
        x = r * np.cos(angles) / s
        y = y0 + r * np.sin(angles) / c
        f = (normal_density(x) * normal_density(y) * np.cos(c * y) ** 2
             / trace_weight(x, y, g, 0.5))
        total += np.sum(log_w[:, None] * f * r * r) * 2 * np.pi / 64
    return total / (s * c) / norm_mixed


decade_formula = (2 * np.pi * np.log(10) * normal_density(0.0)
                  * np.sum(normal_density(zeros_mixed)) / (s * c) / norm_mixed)
for outer in (0.03, 0.003):
    assert abs(mixed_decade(outer) / decade_formula - 1) < 2e-3

# Printed numbers
kelvin = kT * constants.e / constants.k
print(f"U = {U:.3f} eV, kT = {kT:.3f} eV, T = {kelvin:.1f} K")
print(f"g = U/kT = {g:.4f} (dimensionless)")
print(f"exact Z = {Z:.6f} (dimensionless)")
print(f"exact free energy = {-kT * np.log(Z):.6f} eV")
print(f"exact <m> = {np.sum(exact * spin) / Z:.4f}, <m^2> = {m2:.6f}")
print(f"exact <q^2> = {1 - m2:.6f}, double occupancy = {docc:.6f}")
for name, a in (("charge a=0", 0.0), ("mixed a=1/2", 0.5), ("spin a=1", 1.0)):
    lead, fluct = saddle_log_z(g, a)
    sxx, syy = curvatures(g, a)
    W = trace_weight(X, Y, g, a)
    norm = np.sum(GAUSS * W)
    x2 = np.sum(GAUSS * W * X ** 2) / norm
    y2 = np.sum(GAUSS * W * Y ** 2) / norm
    z_quad = prefactor(g, a) * norm
    print(f"{name}: Z by quadrature = {z_quad:.6f}")
    print(f"  saddle threshold kT = {a * U / 2:.4f} eV")
    print(f"  saddle M = {saddle_moment(g, a):.6f}")
    print(f"  curvatures S_xx = {sxx:.4f}, S_yy = {syy:.4f}")
    print(f"  free energy, saddle only = {-kT * lead:.6f} eV")
    print(f"  free energy, with fluctuations = {-kT * fluct:.6f} eV")
    print(f"  field moments <x^2> = {x2:.5f}, <y^2> = {y2:.5f}")
print(f"charge side peak at y = {y_side:.5f}, rel. height {side_height:.3e}")
print(f"least-variance channel a* = {a_best:.6f}")
for name, a in (("charge", 0.0), ("a*", a_best), ("a=1/2", 0.5),
                ("spin", 1.0)):
    rel = variance_quadrature(g, a) / Z ** 2
    print(f"{name}: variance/Z^2 = {rel:.5f}, samples for 1% = {rel / 1e-4:.0f}")
print(f"spin/charge variance ratio = {v_ratio:.4f}")
z_slice = boltzmann(0.1).sum()
for name, a in (("charge", 0.0), ("a=1/2", 0.5), ("spin", 1.0)):
    rel = variance_quadrature(0.1, a) / z_slice ** 2
    print(f"g = 0.1, {name}: variance/Z^2 = {rel:.4e}")
print("double-occupancy estimator, fields drawn with Gaussian times W:")
print(f"  spin: variance = {var_spin:.6f}, std = {np.sqrt(var_spin):.5f}")
for cut in (0.1, 0.01, 0.001):
    print(f"  charge: 2nd moment, cutoff {cut:g} = "
          f"{charge_second_moment(cut):.4f}")
print(f"  charge: coefficient of 1/cutoff = {slope:.6f}")
print(f"  mixed a=1/2: 2nd moment per decade = {mixed_decade(0.003):.6f}")
print("all assertions hold")
```

Printed output:

```
U = 0.300 eV, kT = 0.100 eV, T = 1160.5 K
g = U/kT = 3.0000 (dimensionless)
exact Z = 5.178733 (dimensionless)
exact free energy = -0.164456 eV
exact <m> = 0.0000, <m^2> = 0.817574
exact <q^2> = 0.182426, double occupancy = 0.091213
charge a=0: Z by quadrature = 5.178733
  saddle threshold kT = 0.0000 eV
  saddle M = 0.000000
  curvatures S_xx = 1.0000, S_yy = 2.5000
  free energy, saddle only = -0.213629 eV
  free energy, with fluctuations = -0.167815 eV
  field moments <x^2> = 1.00000, <y^2> = 0.45272
mixed a=1/2: Z by quadrature = 5.178733
  saddle threshold kT = 0.0750 eV
  saddle M = 0.000000
  curvatures S_xx = 0.2500, S_yy = 1.7500
  free energy, saddle only = -0.138629 eV
  free energy, with fluctuations = -0.179963 eV
  field moments <x^2> = 2.22636, <y^2> = 0.72636
spin a=1: Z by quadrature = 5.178733
  saddle threshold kT = 0.1500 eV
  saddle M = 0.858560
  curvatures S_xx = 0.6057, S_yy = 1.0000
  free energy, saddle only = -0.086668 eV
  free energy, with fluctuations = -0.181053 eV
  field moments <x^2> = 3.45272, <y^2> = 1.00000
charge side peak at y = 2.51104, rel. height 1.378e-02
least-variance channel a* = 0.115112
charge: variance/Z^2 = 0.30176, samples for 1% = 3018
a*: variance/Z^2 = 0.24476, samples for 1% = 2448
a=1/2: variance/Z^2 = 0.94900, samples for 1% = 9490
spin: variance/Z^2 = 6.06108, samples for 1% = 60611
spin/charge variance ratio = 20.0855
g = 0.1, charge: variance/Z^2 = 1.1893e-03
g = 0.1, a=1/2: variance/Z^2 = 6.2552e-04
g = 0.1, spin: variance/Z^2 = 1.3144e-03
double-occupancy estimator, fields drawn with Gaussian times W:
  spin: variance = 0.006670, std = 0.08167
  charge: 2nd moment, cutoff 0.1 = 0.3569
  charge: 2nd moment, cutoff 0.01 = 4.1283
  charge: 2nd moment, cutoff 0.001 = 41.9026
  charge: coefficient of 1/cutoff = 0.041972
  mixed a=1/2: 2nd moment per decade = 0.022088
all assertions hold
```
